\section*{The Four Three-Dimensional Van Hove Singularities: Side and Sign}

\section{What can be singular}

\textbf{Q:} Optical absorption curves of crystals show kinks, and I am told that they come from special points in the Brillouin zone. The joint density of states is an integral over the whole zone. Why should single points matter in it?

\textbf{A:} Let $E(\mathbf k)=E_c(\mathbf k)-E_v(\mathbf k)$ be the energy of a vertical transition from a filled band $v$ to an empty band $c$. In Hartree atomic units, the number of such transitions per volume and per energy is
\begin{equation}
J(E)=\frac{2}{(2\pi)^3}\int d^3k\;\delta\bigl(E(\mathbf k)-E\bigr).
\label{def}
\end{equation}
The factor 2 counts the two spins, with spin conserved in the transition. I assume that $E(\mathbf k)$ is smooth.

Cover the zone with finitely many small patches, using smooth weights $\chi(\mathbf k)$ that add up to one. In a patch where $\nabla E\neq0$, some component of the gradient, say $\partial E/\partial k_1$, is nonzero. There $E$ itself can replace $k_1$ as a coordinate, and the patch contributes
\begin{equation}
\frac{2}{(2\pi)^3}\int dk_2\,dk_3\,
\frac{\chi}{|\partial E/\partial k_1|},
\end{equation}
taken at fixed $E$. The integrand depends smoothly on $E$, so the result does too. The zone is periodic and has no boundary to spoil this. A singularity of $J$ therefore needs a critical point, $\nabla E=0$. Physically, the electron velocities $\nabla E_c$ and $\nabla E_v$ are equal there: the two bands run parallel.

\textbf{Q:} At such a point the denominator vanishes. Then $J$ should be infinite.

\textbf{A:} The denominator vanishes, but little of the surface of constant energy lies where it is small. The integral has to be done to see which effect wins.

\section{The minimum}

\textbf{Q:} Do it for the simplest case, but keep the masses general.

\textbf{A:} Let $\mathbf k_0$ be the critical point, $E_0$ its energy and $\varepsilon=E-E_0$. The matrix of second derivatives is symmetric, so a rotation makes it diagonal without changing $d^3k$. With $\boldsymbol\kappa=\mathbf k-\mathbf k_0$ along the principal axes,
\begin{equation}
E(\mathbf k)-E_0=\sum_{i=1}^3 \frac{s_i\kappa_i^2}{2m_i}+\dots,
\qquad m_i>0,\quad s_i=\pm1 .
\label{quad}
\end{equation}
I assume that none of the three curvatures is zero. The type $M_r$ has $r$ negative signs, so $M_0$ is a minimum, $M_3$ a maximum, and $M_1$ and $M_2$ are saddles.

Drop the higher terms for now and set $\kappa_i=\sqrt{2m_i}\,q_i$. Each term becomes $s_iq_i^2$, and the volume element becomes
\begin{equation}
d^3\kappa=\sqrt{8m_1m_2m_3}\;d^3q .
\end{equation}
The factor in front of the $q$ integral is then
\begin{equation}
\frac{2}{8\pi^3}\,2\sqrt2\,\sqrt{m_1m_2m_3}
=\frac{\sqrt{2m_1m_2m_3}}{2\pi^3}
=\frac{A}{2\pi},
\qquad
A=\frac{\sqrt{2m_1m_2m_3}}{\pi^2}.
\label{A}
\end{equation}
This holds for all four types, because the signs $s_i$ do not enter the volume element.

For the minimum, the energy condition is $q^2=\varepsilon$. It has no solution for $\varepsilon<0$. For $\varepsilon>0$ use $t=q^2$, so that $q^2dq=\tfrac12\sqrt t\,dt$:
\begin{equation}
J=\frac{A}{2\pi}\int_0^\infty 4\pi q^2\,\delta(q^2-\varepsilon)\,dq
=\frac{A}{2\pi}\,2\pi\int_0^\infty\sqrt t\,\delta(t-\varepsilon)\,dt
=A\sqrt\varepsilon .
\label{m0}
\end{equation}
The area of the energy sphere shrinks as $4\pi q^2$, while the gradient $2q$ shrinks more slowly. Their ratio $2\pi q$ goes to zero. The density stays finite, but its slope $A/(2\sqrt\varepsilon)$ diverges.

\section{The first saddle}

\textbf{Q:} At a saddle the surface of constant energy runs off to infinity. You cannot repeat that calculation.

\textbf{A:} Not without a boundary. Take $M_1$, with the third direction negative, and write $\rho^2=q_1^2+q_2^2$ and $z=q_3$. Then
\begin{equation}
\varepsilon=\rho^2-z^2 .
\end{equation}
Keep only $|z|<Z$, and let $\rho$ reach far enough to include the whole surface between these two planes. With $t=\rho^2$, the area element after integration over the angle is $2\pi\rho\,d\rho=\pi\,dt$. At fixed $z$,
\begin{equation}
\int_0^\infty \pi\,\delta(t-z^2-\varepsilon)\,dt=
\begin{cases}
\pi, & z^2+\varepsilon>0,\\
0, & z^2+\varepsilon<0 .
\end{cases}
\label{slice}
\end{equation}
Every slice that meets the surface has the same weight $\pi$. So $J$ is $(A/2\pi)\,\pi=A/2$ times the total length of the allowed $z$ values.

For $\varepsilon>0$ all slices are allowed, and the length is $2Z$. For $\varepsilon<0$ the slices with $|z|<\sqrt{-\varepsilon}$ are missing, and the length is $2Z-2\sqrt{-\varepsilon}$. Hence
\begin{equation}
J=
\begin{cases}
A\bigl(Z-\sqrt{-\varepsilon}\bigr), & -Z^2<\varepsilon<0,\\
AZ, & \varepsilon>0 .
\end{cases}
\label{m1}
\end{equation}
Above $E_0$ the surface is one connected hyperboloid with a waist. Below $E_0$ it consists of two separate bowls, and the gap between them removes states. That is why the root lies below the saddle energy and has a minus sign.

\textbf{Q:} Your answer contains $Z$, which you invented. I could have chosen a ball and obtained something else.

\textbf{A:} Something else, but with the same root. In a ball $\rho^2+z^2<Q^2$, insert $\rho^2=z^2+\varepsilon$ from the energy condition. This gives $2z^2+\varepsilon<Q^2$, or
\begin{equation}
|z|<\sqrt{\frac{Q^2-\varepsilon}{2}} .
\end{equation}
The slice weight is unchanged, so for $|\varepsilon|<Q^2$
\begin{equation}
J=
\begin{cases}
A\left[\sqrt{(Q^2-\varepsilon)/2}-\sqrt{-\varepsilon}\right], & \varepsilon<0,\\[2pt]
A\sqrt{(Q^2-\varepsilon)/2}, & \varepsilon>0 .
\end{cases}
\label{ball}
\end{equation}
The constant $AZ$ has become a function that is smooth through $\varepsilon=0$. This function describes how much of the surface was kept; the missing gap does not depend on that choice. It also shows that the smooth side of a saddle need not be flat.

\section{Terms beyond the quadratic}

\textbf{Q:} A real band is not quadratic. Cubic terms are larger than quartic ones. Why do they not produce a correction proportional to $\varepsilon$ on one side, or move the root to the other side?

\textbf{A:} Because smooth coordinates exist in which the band is quadratic near the point. Taylor's formula with its integral remainder gives
\begin{equation}
E-E_0=\sum_{ij}h_{ij}(\boldsymbol\kappa)\,\kappa_i\kappa_j,\qquad
h_{ij}=\int_0^1(1-\tau)\,
\frac{\partial^2E}{\partial k_i\partial k_j}\bigg|_{\mathbf k_0+\tau\boldsymbol\kappa}d\tau .
\end{equation}
At $\boldsymbol\kappa=0$ the symmetric matrix $h$ is diagonal with entries $s_i/(2m_i)$. Near the point $h_{11}$ is therefore nonzero, and the square can be completed:
\begin{equation}
E-E_0=h_{11}\left(\kappa_1+\frac{h_{12}\kappa_2+h_{13}\kappa_3}{h_{11}}\right)^2
+\sum_{i,j=2}^{3}\left(h_{ij}-\frac{h_{1i}h_{1j}}{h_{11}}\right)\kappa_i\kappa_j .
\end{equation}
Call the bracket times $\sqrt{|h_{11}|}$ the new $q_1$. Treat the remaining two variables in the same way. The result is $E-E_0=\sum_i s_iq_i^2$, with no terms left over.

At the critical point the off-diagonal $h_{ij}$ vanish, so there $\partial q_i/\partial\kappa_j=\delta_{ij}/\sqrt{2m_i}$. This matrix is invertible, so the $q_i$ are valid coordinates nearby, and
\begin{equation}
d^3\kappa=\sqrt{8m_1m_2m_3}\;g(\mathbf q)\,d^3q,\qquad g(0)=1 .
\end{equation}
I include the patch weight $\chi$ in $g$. It equals one near the point and falls smoothly to zero farther out, so no sharp boundary is needed any more.

For the minimum, the average of $g$ over a sphere is $1+O(q^2)$, since terms odd in $\mathbf q$ cancel. Equation (\ref{m0}) becomes $A\sqrt\varepsilon\,[1+O(\varepsilon)]$.

\textbf{Q:} And for the saddle, where smooth and singular parts are mixed?

\textbf{A:} Average $g$ over the angle around the $z$ axis. The average is smooth and even in $\rho$, so it is a smooth function $G(t,z)$ of $t=\rho^2$ and $z$. Continue it smoothly to negative $t$. The slice argument now gives
\begin{equation}
J_{\rm patch}=\frac A2\int_{z^2+\varepsilon>0}G(z^2+\varepsilon,z)\,dz .
\end{equation}
For $\varepsilon>0$ the integral covers all $z$ and is smooth in $\varepsilon$. For $\varepsilon<0$ it is the same integral over all $z$ minus
\begin{equation}
\frac A2\int_{-\sqrt{-\varepsilon}}^{\sqrt{-\varepsilon}}G(z^2+\varepsilon,z)\,dz
=A\sqrt{-\varepsilon}+O(|\varepsilon|^{3/2}).
\label{missing}
\end{equation}
To see the order of the correction, expand $G$ about $G(0,0)=1$. The term linear in $z$ integrates to zero. The next terms, $z^2+\varepsilon$ and $z^2$, are at most $|\varepsilon|$ in size on an interval of length $2\sqrt{-\varepsilon}$. A correction linear in $\varepsilon$ does occur, but it belongs to the smooth part and continues through $E_0$.

\textbf{Q:} You chose the continuation to negative $t$. Does the answer depend on it?

\textbf{A:} The sum does not, because the continued values enter the full integral and are removed again by (\ref{missing}). The coefficient of the root uses only $G(0,0)$, which is fixed.

\section{The other two types}

\textbf{Q:} For $M_2$ I would reverse the energy axis. Then the minus sign in front of the root should become a plus.

\textbf{A:} The axis is reversed, but $J$ counts states and is not multiplied by $-1$. Define $F(\mathbf k)=2E_0-E(\mathbf k)$. It has the same critical point and energy $E_0$, with all curvatures reversed. Since the delta function is even,
\begin{equation}
\delta\bigl(E(\mathbf k)-E_0-\varepsilon\bigr)
=\delta\bigl(-[F(\mathbf k)-E_0]-\varepsilon\bigr)
=\delta\bigl(F(\mathbf k)-E_0+\varepsilon\bigr),
\end{equation}
and therefore
\begin{equation}
J_E(E_0+\varepsilon)=J_F(E_0-\varepsilon).
\label{mirror}
\end{equation}
If $E$ has an $M_2$ point, $F$ has an $M_1$ point. The root of $J_F$ is $-A\sqrt{E_0-E}$ below $E_0$. At the energy $E_0-\varepsilon$ this is $-A\sqrt\varepsilon$, present for $\varepsilon>0$. The side has changed and the sign has not. In the same way the minimum gives the maximum: $+A\sqrt{-\varepsilon}$ for $\varepsilon<0$.

\textbf{Q:} Then write the four forms together, with the rest of the zone included.

\textbf{A:} Let $B(\varepsilon)$ be everything that is smooth through $E_0$, from this point and from the rest of the zone. Suppose that no other critical point has the same energy. To leading order in the root term,
\begin{align}
M_0:&\quad J=B+A\sqrt{\varepsilon}\ \ (\varepsilon>0), & J&=B\ \ (\varepsilon<0),\nonumber\\
M_1:&\quad J=B-A\sqrt{-\varepsilon}\ \ (\varepsilon<0), & J&=B\ \ (\varepsilon>0),\nonumber\\
M_2:&\quad J=B-A\sqrt{\varepsilon}\ \ (\varepsilon>0), & J&=B\ \ (\varepsilon<0),\nonumber\\
M_3:&\quad J=B+A\sqrt{-\varepsilon}\ \ (\varepsilon<0), & J&=B\ \ (\varepsilon>0).
\label{four}
\end{align}
If several critical points share an energy, their root terms add.

\textbf{Q:} How would I recognize them on a curve?

\textbf{A:} By the side on which the slope diverges, and by the sign of that slope. Differentiating the root terms gives
\begin{equation}
\frac{dJ}{d\varepsilon}\simeq
\begin{cases}
+A/(2\sqrt{\varepsilon}) & \text{above } M_0,\\
+A/(2\sqrt{-\varepsilon}) & \text{below } M_1,\\
-A/(2\sqrt{\varepsilon}) & \text{above } M_2,\\
-A/(2\sqrt{-\varepsilon}) & \text{below } M_3 .
\end{cases}
\label{slopes}
\end{equation}
For $M_1$ the minus sign of the root and the inner derivative $-1$ of $-\varepsilon$ combine to a plus. The curve climbs steeply to an $M_1$ energy and then continues with a finite slope. It arrives at an $M_2$ energy with a finite slope and then drops steeply.

\section{A band with all four types}

\textbf{Q:} I would like to see this in a complete band, where you cannot choose the background.

\textbf{A:} Take a model with round parameters,
\begin{equation}
E(\mathbf k)=E_g+\sum_{i=1}^3w_i\,(1-\cos k_ia),
\end{equation}
with $a=8$ bohr, $E_g=0.10$ hartree and $w_i=0.02,\,0.03,\,0.04$ hartree. The gradient components $w_ia\sin k_ia$ vanish together when each $k_ia$ is $0$ or $\pi$, which gives eight points. The curvatures there are $w_ia^2\cos k_ia=\pm w_ia^2$, so each $\pi$ adds one negative sign and raises the energy by $2w_i$:
\begin{center}
\begin{tabular}{lll}
type & $E_0$ (hartree) & $E_0$ (eV)\\
$M_0$ & 0.10 & 2.72\\
$M_1$ & 0.14, 0.16, 0.18 & 3.81, 4.35, 4.90\\
$M_2$ & 0.20, 0.22, 0.24 & 5.44, 5.99, 6.53\\
$M_3$ & 0.28 & 7.62
\end{tabular}
\end{center}
The masses are $m_i=1/(w_ia^2)$ at all eight points. The first is $1/(0.02\times64)=0.7812$, and the others are $0.5208$ and $0.3906$. Hence
\begin{equation}
A=\frac{\sqrt{2\times0.7812\times0.5208\times0.3906}}{\pi^2}
=0.0571\ \text{hartree}^{-3/2}\,\text{bohr}^{-3}.
\end{equation}

\textbf{Q:} Check the first saddle with numbers from the full zone integral, not from your expansion.

\textbf{A:} In units of $\text{hartree}^{-1}\,\text{bohr}^{-3}$, the zone integral gives $J=0.021769$ at $10^{-4}$ hartree above $E_0=0.14$ hartree. Extrapolation from above gives $0.021746$ at $E_0$ itself. The background thus rises by $0.000023$ over this distance. Continued linearly to $10^{-4}$ hartree below $E_0$, it is $0.021746-0.000023=0.021723$. The root term there is
\begin{equation}
-A\sqrt{10^{-4}}=-0.0571\times0.01=-0.000571 .
\end{equation}
The sum is $0.021152$, and the zone integral gives $0.021152$.

\textbf{Q:} One saddle could be luck. And how do you separate root and background without assuming the answer?

\textbf{A:} The numerical check does it at all eight points. It takes four values of $J$ on the side that should be smooth, continues them across $E_0$ with a cubic polynomial, and subtracts the result from the actual $J$ on the other side. The difference is divided by the square root of the distance $d$ from $E_0$ and by $A$. The prediction is $+1$ for $M_0$ and $M_3$ and $-1$ for the saddles. At $d=10^{-4}$ hartree the minimum gives $+1.0009$ and the saddle at $0.14$ hartree gives $-0.9999$; all eight points agree with the prediction within $0.1\%$.

The remaining deviation also has the right order. At the minimum it is $0.0036$ for $d=4\times10^{-4}$ hartree and $0.0009$ for $d=10^{-4}$ hartree. It falls by a factor of four when $d$ does, as it must if the first correction to $\sqrt d$ is of order $d^{3/2}$. The test requires a factor between 3 and 5 at every point.

\textbf{Q:} Is the background flat on the smooth side of the saddles?

\textbf{A:} No. At $10^{-6}$ hartree above the three $M_1$ energies the slopes are $+0.230$, $+0.129$ and $-0.012$ $\text{hartree}^{-2}\,\text{bohr}^{-3}$. The last is negative, so $J$ already falls slightly after that saddle. At the same distance below the first saddle, the root alone has the slope $0.05713/(2\times10^{-3})=28.6$ in these units. Adding the background slope $0.23$ gives $28.8$, as computed.

\textbf{Q:} The values at $M_2$ look like those at $M_1$ in reverse order. Is that general?

\textbf{A:} It is a property of this model. Adding $\pi$ to every $k_ia$ reverses all the cosines, so
\begin{equation}
E(\mathbf k)+E(\mathbf k')=2E_g+2\sum_iw_i=0.38\ \text{hartree},
\end{equation}
where $\mathbf k'$ is the shifted point. Since the shift maps the zone onto itself, $J(E)=J(0.38\ \text{hartree}-E)$. In a general band, (\ref{mirror}) relates the forms of the singularities but not their strengths or backgrounds.

\section{Where the forms fail}

\textbf{Q:} What happens if one mass becomes very large?

\textbf{A:} Then $A$ grows, but the energy range in which the root holds can shrink. Take the limit where $E$ does not depend on $\kappa_3$ at all. If the other two curvatures are both positive, the remaining two-dimensional minimum contributes, by the integral in (\ref{slice}) with $z$ absent, $\pi$ for $\varepsilon>0$ and zero for $\varepsilon<0$. The root has turned into a step. If the other two curvatures have opposite signs, $\varepsilon=q_1^2-q_2^2$. For $\varepsilon>0$ the integral over $q_1$ gives $1/\sqrt{q_2^2+\varepsilon}$, and the integral of this over $|q_2|<Z$ is $2\,\mathrm{arsinh}(Z/\sqrt\varepsilon)\simeq\ln(4Z^2/\varepsilon)$. In that case the density itself diverges, logarithmically. The assumption of three nonzero curvatures is therefore essential. Smoothness is needed for the derivation: at a band crossing $E(\mathbf k)$ may have no gradient or no matrix of second derivatives, and the expansion (\ref{quad}) is not available. A root can survive this, but with another coefficient. At the degenerate valence-band top of a cubic semiconductor, in the usual description to second order in $\kappa$, $E-E_0=f(\mathbf n)\,\kappa^2$ with $f>0$ depending on the direction $\mathbf n$ in a way that no three masses reproduce. The radial integral of (\ref{def}) then gives $J=\sqrt\varepsilon\,(8\pi^3)^{-1}\int d\Omega\,f^{-3/2}$, which replaces $A\sqrt\varepsilon$.

\textbf{Q:} And may I read these shapes directly from an absorption spectrum?

\textbf{A:} Only with care. For independent electrons, each transition is also weighted by a squared matrix element. If this weight is smooth, it multiplies $g(\mathbf q)$, and the root term is multiplied by its value at the critical point. If that value is zero, the leading root disappears and the correction of order $|\varepsilon|^{3/2}$ is the first that can remain. The attraction between electron and hole is a different matter: it mixes transitions at different $\mathbf k$, so the spectrum is no longer a weighted form of (\ref{def}), and the four forms need not describe it.

\section*{Calculated quantities}
\begin{verbatim}
Energies in hartree, J in 1/(hartree bohr^3)
lattice constant a = 8.0 bohr, gap = 0.10 hartree
w1, w2, w3 = 0.02, 0.03, 0.04 hartree
|m1|, |m2|, |m3| = 0.7812, 0.5208, 0.3906 electron masses
A = 0.05713 hartree^(-3/2) bohr^(-3)
number of M0, M1, M2, M3 points: 1 3 3 1
integral of J over the band / (2/a^3) = 1.000000
largest window error against k count = 1.1e-05
Critical energies: type, E0 (hartree), E0 (eV)
M0  0.100  2.721
M1  0.140  3.810
M1  0.160  4.354
M1  0.180  4.898
M2  0.200  5.442
M2  0.220  5.987
M2  0.240  6.531
M3  0.280  7.619
J at E0-d, E0, E0+d with d = 1e-04 hartree
M0 E0=0.10  0.000000  0.000000  0.000572
M1 E0=0.14  0.021152  0.021746  0.021769
M1 E0=0.16  0.030528  0.031112  0.031125
M1 E0=0.18  0.037555  0.038124  0.038123
M2 E0=0.20  0.038123  0.038124  0.037555
M2 E0=0.22  0.031125  0.031112  0.030528
M2 E0=0.24  0.021769  0.021746  0.021152
M3 E0=0.28  0.000572  0.000000  0.000000
Measured root coefficient / A at distances 4e-04, 1e-04 hartree
M0 E0=0.10  +1.00363  +1.00090
M1 E0=0.14  -0.99973  -0.99993
M1 E0=0.16  -0.99862  -0.99965
M1 E0=0.18  -0.99807  -0.99951
M2 E0=0.20  -0.99807  -0.99951
M2 E0=0.22  -0.99862  -0.99965
M2 E0=0.24  -0.99973  -0.99993
M3 E0=0.28  +1.00363  +1.00090
dJ/dE at 1e-06 hartree below and above E0, 1/(hartree^2 bohr^3)
M0 E0=0.10  +0.000  +28.600
M1 E0=0.14  +28.829  +0.230
M1 E0=0.16  +28.728  +0.129
M1 E0=0.18  +28.587  -0.012
M2 E0=0.20  +0.012  -28.587
M2 E0=0.22  -0.129  -28.728
M2 E0=0.24  -0.230  -28.829
M3 E0=0.28  -28.600  +0.000
Isolated M1: Z = 0.20 hartree^(1/2), Q^2 = 0.05 hartree
window of E-E0; mean J: slab count, law; ball count, law
-0.02 to -0.01: 0.00446 0.00446; 0.00333 0.00333
-0.01 to +0.00: 0.00762 0.00762; 0.00566 0.00566
+0.00 to +0.01: 0.01143 0.01143; 0.00856 0.00856
\end{verbatim}
